# Ring radii, fringe number and electron affinity in photodetachment microscopy: a program that tests the result

```python
"""Photodetachment microscopy: rings from a point source in a uniform field.

Result under test (Rydberg units, hbar = 2m = 1, H = p^2 - F z):
  flux(rho) = F^(2/3)/(8 pi L) * Ai(-(E - F rho^2/(4L))/F^(2/3))^2
E: electron energy, F: force, L: detector distance, rho: radius on detector.
Dark rings lie at zeros of Ai; their radii give eta = E/F^(2/3), and the
electron affinity is A = photon energy - eta F^(2/3).
Scaled variables: lengths times F^(1/3), energies divided by F^(2/3).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import airy, ai_zeros, j0

BOHR_MM = physical_constants["Bohr radius"][0] * 1e3
RYDBERG_EV = physical_constants["Rydberg constant times hc in eV"][0]


def path_action_difference(energy, force, distance, rho):
    """Find both trajectories by root search and integrate their actions."""
    def mismatch(t):
        return (rho**2 + (distance - force*t**2)**2)/(4*t**2) - energy
    t_mid = np.sqrt(np.hypot(rho, distance)/force)
    times = [brentq(mismatch, 1e-3*t_mid, t_mid, xtol=1e-13),
             brentq(mismatch, t_mid, 100*t_mid, xtol=1e-13)]
    actions = []
    for t_end in times:
        p_side = rho/(2*t_end)
        p_start = (distance - force*t_end**2)/(2*t_end)
        actions.append(quad(
            lambda t: 2*(p_side**2 + (p_start + force*t)**2), 0, t_end)[0])
    return actions[1] - actions[0]


def make_flux(eta, distance):
    """Scaled flux from the lateral-momentum integral of the source wave."""
    k_max = np.sqrt(eta + 12)
    flight_time = np.sqrt(distance)
    rate = 2*k_max*flight_time + 2*np.sqrt(eta*distance)
    k = np.linspace(0, k_max, int(k_max*rate/1.5) + 2)
    step = k[1] - k[0]
    x = distance + eta - k**2
    # Outgoing Airy wave at large x; a constant phase is removed.
    phase = (2/3)*distance**1.5*np.expm1(
        1.5*np.log1p((eta - k**2)/distance))
    outgoing = np.exp(1j*phase)/(np.sqrt(np.pi)*x**0.25)
    weight = -0.5*step*k*airy(k**2 - eta)[0]*outgoing
    weight[-1] *= 0.5
    weight_slope = 1j*np.sqrt(x)*weight
    parts = np.array([weight.real, weight.imag,
                      weight_slope.real, weight_slope.imag])

    def flux(rho):
        pr, pi, dr, di = parts @ j0(k*rho)
        return 2*(pr*di - pi*dr)
    return flux


def airy_flux(eta, distance, rho):
    return airy(rho**2/(4*distance) - eta)[0]**2/(8*np.pi*distance)


def find_rings(eta, distance):
    """Locate dark rings of the integrated wave; return outermost first."""
    flux = make_flux(eta, distance)
    edge = 2*np.sqrt(eta*distance)
    frac = np.linspace(0, 1, 101)
    values = np.array([flux(f*edge) for f in frac])
    law = airy_flux(eta, distance, frac*edge)
    error = np.max(abs(values - law))/np.max(law)
    inner = values[1:-1]
    dark = np.where((inner < values[:-2]) & (inner < values[2:]))[0] + 1
    bright = np.sum((inner > values[:-2]) & (inner > values[2:]))
    peak = values.max()
    radii = [edge*minimize_scalar(
        lambda f: flux(f*edge)/peak, bounds=(frac[i-1], frac[i+1]),
        method="bounded", options={"xatol": 1e-8}).x for i in dark]
    return np.array(radii)[::-1], int(bright), error


def fit_eta(radii):
    """Straight-line fit of squared radii against Airy zeros."""
    zeros = -ai_zeros(len(radii))[0]
    slope, intercept = np.polyfit(zeros, np.asarray(radii)**2, 1)
    return -intercept/slope


def fringe_number(eta):
    return int(np.floor(2*eta**1.5/(3*np.pi) + 0.25))


# Two classical paths: numerical action difference against closed form.
for energy, force, distance, rho in [(1, .3, 7, 5), (2, .5, 12, 3)]:
    b = energy + force*(distance - np.hypot(rho, distance))/2
    numeric = path_action_difference(energy, force, distance, rho)
    assert abs(numeric - 4*b**1.5/(3*force)) < 1e-8
    merge = 2*np.sqrt(energy/force*(distance + energy/force))
    best_t = np.sqrt(np.hypot(merge, distance)/force)
    least_energy = (merge**2 + (distance - force*best_t**2)**2)/(4*best_t**2)
    assert abs(least_energy - energy) < 1e-10

# Outgoing Airy combination against its large-distance wave.
x_test = 1000.0
ai, _, bi, _ = airy(-x_test)
wave = np.exp(1j*(2*x_test**1.5/3 + np.pi/4))/(np.sqrt(np.pi)*x_test**.25)
assert abs((bi + 1j*ai)/wave - 1) < 1e-5

# Two-path interference against the squared Airy function.
u = np.linspace(4, 12, 200)
two_path = (1 + np.cos(4*u**1.5/3 - np.pi/2))/(2*np.pi*np.sqrt(u))
assert np.max(abs(two_path - airy(-u)[0]**2)) < 0.005

# Fringe number against counted sign changes.
for eta in range(3, 21):
    signs = np.sign(airy(-np.linspace(0, eta, 20001))[0])
    assert np.sum(signs[1:] != signs[:-1]) == fringe_number(eta)

# Approach to the far-field law: error falls as 1/distance.
far_errors = []
for distance in (5e3, 2e4):
    flux = make_flux(9.5, distance)
    rho = np.linspace(0, 1, 101)*2*np.sqrt(9.5*distance)
    law = airy_flux(9.5, distance, rho)
    values = np.array([flux(r) for r in rho])
    far_errors.append(np.max(abs(values - law))/law.max())
assert far_errors[1] < 0.01
assert 3.5 < far_errors[0]/far_errors[1] < 4.5

# Worked example with round model parameters.
force, distance, affinity = 1e-9, 1e10, 0.25
energies = np.array([9.5e-6, 6e-6])
photons = affinity + energies
unit_energy, unit_length = force**(2/3), force**(-1/3)
print(f"force F = {force:.3e} Ry/a0; distance L = {distance:.3e} a0")
print(f"model affinity A = {affinity:.6f} Ry")
print(f"Airy energy F^(2/3) = {unit_energy:.6e} Ry")
print(f"Airy length F^(-1/3) = {unit_length:.3f} a0")
print(f"far-law error, scaled L=5e3: {far_errors[0]:.3e} of peak")
print(f"far-law error, scaled L=2e4: {far_errors[1]:.3e} of peak")
ring_sets, etas = [], []
for label, energy, photon in zip("12", energies, photons):
    eta = energy/unit_energy
    scaled, bright, error = find_rings(eta, distance/unit_length)
    radii = scaled*unit_length
    zeros = -ai_zeros(len(radii))[0]
    formula = np.sqrt(4*distance/force*(energy - zeros*unit_energy))
    assert len(radii) == fringe_number(eta)
    assert np.max(abs(radii/formula - 1)) < 1e-5
    assert error < 1e-4
    ring_sets.append(radii)
    etas.append(fit_eta(radii))
    edge = 2*np.sqrt(energy/force*(distance + energy/force))
    print(f"Photon {label}: {photon:.7f} Ry; E = {energy:.3e} Ry")
    print(f"  input eta = {eta:.6f}; fitted eta = {etas[-1]:.6f}")
    print(f"  classical edge R = {edge:.6e} a0")
    print(f"  upward path height E/F = {energy/force:.3e} a0")
    print(f"  central path phase/(2 pi) = {2*eta**1.5/(3*np.pi):.4f}")
    print(f"  fringe formula before floor = {2*eta**1.5/(3*np.pi)+.25:.4f}")
    print(f"  dark rings = {len(radii)}; bright rings = {bright}")
    print(f"  energy per fringe = {np.pi*force/np.sqrt(energy):.4e} Ry")
    print(f"  flux-law error at detector = {error:.2e} of peak")
    print("  n, |a_n|, two-path value, formula rho/a0, integral rho/a0")
    for n, (zero, rf, rn) in enumerate(zip(zeros, formula, radii), 1):
        path_zero = (3*np.pi*(4*n - 1)/8)**(2/3)
        assert abs(path_zero - zero) < 0.02
        print(f"  {n} {zero:.5f} {path_zero:.5f} {rf:.6e} {rn:.6e}")

# Local fringe spacing, compared with actual neighbouring Airy zeros.
zeros = -ai_zeros(7)[0]
assert abs(zeros[6] - zeros[5] - np.pi/np.sqrt(9.5)) < 0.01


def affinity_two(eta_one, eta_two):
    scale = (photons[0] - photons[1])/(eta_one - eta_two)
    return photons[0] - eta_one*scale


one_photon = photons[0] - etas[0]*unit_energy
two_photon = affinity_two(*etas)
field_fit = ((photons[0] - photons[1])/(etas[0] - etas[1]))**1.5
assert abs(one_photon - affinity) < 2e-10
assert abs(two_photon - affinity) < 2e-10
assert abs(field_fit/force - 1) < 1e-4
wrong_field = photons[0] - etas[0]*(1.01*force)**(2/3)
field_shift = wrong_field - one_photon
assert abs(field_shift/(-2*energies[0]*0.01/3) - 1) < 0.01

# Propagate independent radius errors and check by random sampling.
radius_error = 2e4
eta_errors = []
for radii in ring_sets:
    slopes = []
    for i in range(len(radii)):
        shift = np.zeros(len(radii))
        shift[i] = 100.0
        slopes.append((fit_eta(radii+shift) - fit_eta(radii-shift))/200)
    eta_errors.append(radius_error*np.linalg.norm(slopes))
sigma_one = unit_energy*eta_errors[0]
gap = etas[0] - etas[1]
sigma_two = (photons[0] - photons[1])/gap**2*np.hypot(
    etas[1]*eta_errors[0], etas[0]*eta_errors[1])
rng = np.random.default_rng(4)
samples = [fit_eta(r[:, None] + radius_error*rng.normal(size=(len(r), 8000)))
           for r in ring_sets]
mc_one = np.std(photons[0] - samples[0]*unit_energy)
mc_two = np.std(affinity_two(*samples))
assert abs(mc_one/sigma_one - 1) < 0.05
assert abs(mc_two/sigma_two - 1) < 0.05

print(f"outer dark ring, photon 1 = {ring_sets[0][0]*BOHR_MM:.5f} mm")
print(f"A, one photon and known F = {one_photon:.11f} Ry")
print(f"A, two photons, F unknown = {two_photon:.11f} Ry")
print(f"A, two photons = {two_photon*RYDBERG_EV:.8f} eV")
print(f"F inferred from two photons = {field_fit:.7e} Ry/a0")
print(f"one-photon A shift for F +1% = {field_shift:.4e} Ry")
print(f"assumed radius error = {radius_error:.2e} a0 per ring")
print(f"A error, one photon: {sigma_one:.3e} Ry; sampled {mc_one:.3e} Ry")
print(f"A error, two photons: {sigma_two:.3e} Ry; sampled {mc_two:.3e} Ry")
print("all good")
```

Running it gives:

```
force F = 1.000e-09 Ry/a0; distance L = 1.000e+10 a0
model affinity A = 0.250000 Ry
Airy energy F^(2/3) = 1.000000e-06 Ry
Airy length F^(-1/3) = 1000.000 a0
far-law error, scaled L=5e3: 1.705e-02 of peak
far-law error, scaled L=2e4: 4.279e-03 of peak
Photon 1: 0.2500095 Ry; E = 9.500e-06 Ry
  input eta = 9.500000; fitted eta = 9.499999
  classical edge R = 1.949360e+07 a0
  upward path height E/F = 9.500e+03 a0
  central path phase/(2 pi) = 6.2136
  fringe formula before floor = 6.4636
  dark rings = 6; bright rings = 6
  energy per fringe = 1.0193e-06 Ry
  flux-law error at detector = 8.89e-06 of peak
  n, |a_n|, two-path value, formula rho/a0, integral rho/a0
  1 2.33811 2.32025 1.692559e+07 1.692560e+07
  2 4.08795 4.08181 1.471333e+07 1.471333e+07
  3 5.52056 5.51716 1.261656e+07 1.261656e+07
  4 6.78671 6.78445 1.041785e+07 1.041786e+07
  5 7.94413 7.94249 7.888895e+06 7.888895e+06
  6 9.02265 9.02137 4.369664e+06 4.369663e+06
Photon 2: 0.2500060 Ry; E = 6.000e-06 Ry
  input eta = 6.000000; fitted eta = 5.999999
  classical edge R = 1.549194e+07 a0
  upward path height E/F = 6.000e+03 a0
  central path phase/(2 pi) = 3.1188
  fringe formula before floor = 3.3688
  dark rings = 3; bright rings = 3
  energy per fringe = 1.2825e-06 Ry
  flux-law error at detector = 3.45e-06 of peak
  n, |a_n|, two-path value, formula rho/a0, integral rho/a0
  1 2.33811 2.32025 1.210271e+07 1.210272e+07
  2 4.08795 4.08181 8.745400e+06 8.745402e+06
  3 5.52056 5.51716 4.379224e+06 4.379222e+06
outer dark ring, photon 1 = 0.89566 mm
A, one photon and known F = 0.25000000000 Ry
A, two photons, F unknown = 0.25000000000 Ry
A, two photons = 3.40142328 eV
F inferred from two photons = 1.0000002e-09 Ry/a0
one-photon A shift for F +1% = -6.3228e-08 Ry
assumed radius error = 2.00e+04 a0 per ring
A error, one photon: 6.555e-09 Ry; sampled 6.544e-09 Ry
A error, two photons: 2.102e-08 Ry; sampled 2.075e-08 Ry
all good
```
